# Tilted Poisson sampling of rare high-resistance silicide contacts: a numerical check

```python
"""Rare high-resistance contacts by exponential tilting of Poisson dopant counts.

Result under test: with K patches of mean count mu, drawing counts from Poisson
laws of mean lam and weighting failures by
    L = exp(K*(lam-mu)) * (mu/lam)**S,     S = total count,
gives an unbiased estimate of p = P(total conductance < limit), and
    E[L^2; failure] = exp(K*(lam + mu^2/lam - 2*mu)) * P(failure; mean mu^2/lam).
The patch conductance follows from Landauer transport through a depletion barrier.
Energies are in eV from the bulk conduction-band edge; all other values are SI.
"""
from functools import reduce
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, gammaln
from scipy.stats import poisson, binom

q, hbar, h, m0 = const.e, const.hbar, const.h, const.m_e
eps = 11.7 * const.epsilon_0
donor_density = 2e26          # m^-3
box_depth = 3e-9              # m
contact_side = 10e-9          # m
barrier_height = 0.6          # eV
mass = 0.3                    # units of the electron mass
valleys = 6
bend_rate = q / eps           # band curvature per donor density, V m
nodes, node_weights = np.polynomial.legendre.leggauss(80)


def carrier_density(fermi, kT):
    top = np.sqrt(max(fermi, 0) + 40 * kT)
    integral = quad(lambda u: 2 * u * u * expit((fermi - u * u) / kT),
                    0, top, limit=300)[0]
    return valleys / (2 * np.pi**2) * (2 * mass * m0 * q / hbar**2)**1.5 * integral


def fermi_energy(kT):
    return brentq(lambda z: carrier_density(z, kT) / donor_density - 1, -0.2, 1.0)


def barrier(density, bend, points):
    """Depletion edge, sample positions (midpoints) and potential energy."""
    if bend_rate * density * box_depth**2 / 2 >= bend:
        edge = np.sqrt(2 * bend / (bend_rate * density))
        field = bend_rate * density * edge
    else:
        edge = np.sqrt(box_depth**2 + (2 * bend / bend_rate
                       - density * box_depth**2) / donor_density)
        field = bend_rate * (density * box_depth + donor_density * (edge - box_depth))
    x = (np.arange(points) + 0.5) * edge / points
    inside = bend - field * x + bend_rate * density * x**2 / 2
    beyond = bend_rate * donor_density * (edge - x)**2 / 2
    return edge, x, np.where(x < box_depth, inside, beyond), field


def wave_transmission(potential, step, energy, m_semi, m_metal, metal_bottom):
    """Transmission from the Schroedinger equation with constant-potential slices."""
    k = np.sqrt((2 * m_semi * q * (energy[None, :] - potential[:, None])
                 ).astype(complex)) / hbar
    c, s = np.cos(k * step), np.sin(k * step)
    k_out = np.sqrt(2 * m_semi * q * energy) / hbar
    psi, slope = np.ones(len(energy), complex), 1j * k_out
    for j in range(len(potential) - 1, -1, -1):
        psi, slope = (c[j] * psi - s[j] / k[j] * slope,
                      k[j] * s[j] * psi + c[j] * slope)
    k_metal = np.sqrt(2 * m_metal * q * (energy - metal_bottom)) / hbar
    incoming = 0.5 * (psi + slope * m_metal / (m_semi * 1j * k_metal))
    return (k_out / m_semi) / (k_metal / m_metal) / abs(incoming)**2


class Contact:
    def __init__(self, per_side=2, temperature=300.0, image=False, wave=False,
                 bands=((valleys, mass, mass),)):
        self.K = per_side**2
        self.area = (contact_side / per_side)**2
        self.volume = self.area * box_depth
        self.mu = donor_density * self.volume
        self.kT = const.k * temperature / q
        self.zeta = fermi_energy(self.kT)
        self.bend = barrier_height + self.zeta
        self.image, self.wave, self.bands = image, wave, bands
        self.table = np.array([self.patch(n) for n in
                               range(int(max(4 * self.mu, 40)) + 1)])
        self.nominal = self.K * self.patch(self.mu)

    def patch(self, count):
        """Conductance of one patch, in siemens."""
        points = 300 if self.wave else 800
        edge, x, V, _ = barrier(count / self.volume, self.bend, points)
        if self.image:
            V = V - q / (16 * np.pi * eps * x)
        E = self.bend * (nodes + 1) / 2
        dE = self.bend * node_weights / 2
        occupation = expit((self.zeta - E) / self.kT)
        over = self.kT * np.log1p(np.exp((self.zeta - self.bend) / self.kT))
        if not self.wave:
            root = np.sqrt(np.maximum(V[:, None] - E[None, :], 0)).sum(0) * edge / points
        total = 0.0
        for number, m_normal, m_lateral in self.bands:
            if self.wave:
                T = wave_transmission(V, edge / points, E, m_normal * m0, m0,
                                      self.zeta - 5.0)
            else:
                T = np.exp(-2 * np.sqrt(2 * m_normal * m0 * q) / hbar * root)
            modes = m_lateral * m0 * q / (2 * np.pi * hbar**2)
            total += number * 2 * q**2 / h * modes * (np.sum(dE * T * occupation) + over)
        return total * self.area

    def failure_sum(self, limit):
        """Coefficients c_s of the exact failure polynomial."""
        n = np.flatnonzero(self.table < limit)
        assert n[-1] < len(self.table) - 1
        conductance = reduce(np.add.outer, [self.table[n]] * self.K)
        totals = reduce(np.add.outer, [n] * self.K)
        log_weight = reduce(np.add.outer, [-gammaln(n + 1.0)] * self.K)
        fail = conductance < limit
        return np.bincount(totals[fail], weights=np.exp(log_weight[fail]))

    def threshold_mean(self, limit):
        return brentq(lambda n: self.patch(n) * self.K / limit - 1, 1e-6, self.mu)


def tail(coef, mean, K):
    s = np.arange(len(coef))
    return np.sum(coef * np.exp(s * np.log(mean) - K * mean))


def second_moment(coef, mu, lam, K):
    return np.exp(K * (lam + mu**2 / lam - 2 * mu)) * tail(coef, mu**2 / lam, K)


def sample(contact, lam, limit, size, rng):
    """Mean and standard deviation of weights, and raw failure fraction."""
    n = rng.poisson(lam, (size, contact.K))
    g = contact.table[np.minimum(n, len(contact.table) - 1)].sum(axis=1)
    fail = g < limit
    w = fail * np.exp(contact.K * (lam - contact.mu)
                      + n.sum(axis=1) * np.log(contact.mu / lam))
    return w.mean(), w.std(ddof=1), fail.mean()


rng = np.random.default_rng(20)
base = Contact()
K, mu = base.K, base.mu
factor = 6.0
limit = base.nominal / factor

# Fermi energy against the zero-temperature closed form
cold = fermi_energy(const.k * 10 / q)
closed = hbar**2 / (2 * mass * m0 * q) * (3 * np.pi**2 * donor_density / valleys)**(2 / 3)
assert abs(cold / closed - 1) < 2e-3

# potential of a sparse box against direct integration of its charge
sparse = 3 / base.volume
edge, x, V, _ = barrier(sparse, base.bend, 800)
assert edge > box_depth


def charge_potential(position):
    def kernel(s):
        return (s - position) * bend_rate
    split = max(position, box_depth)
    inner = quad(kernel, position, split)[0] * sparse
    return inner + quad(kernel, split, edge)[0] * donor_density


assert abs(charge_potential(0.0) / base.bend - 1) < 1e-8
for j in (50, 300, 700):
    assert abs(charge_potential(x[j]) - V[j]) < 1e-8

# conductance against an explicit sum over transverse wavevectors
E00 = hbar / 2 * np.sqrt(donor_density / (mass * m0 * eps))   # in eV
E = base.bend * (nodes + 1) / 2
e = E / base.bend
T_closed = np.exp(-base.bend / E00 * (np.sqrt(1 - e) - e * np.arccosh(1 / np.sqrt(e))))
k_max = np.sqrt(2 * mass * m0 * q * (base.zeta + 20 * base.kT)) / hbar
k = (np.arange(120) + 0.5) * k_max / 120
lateral = hbar**2 * (k[:, None]**2 + k[None, :]**2) / (2 * mass * m0 * q)
explicit = 0.0
for energy, weight, T in zip(E, base.bend * node_weights / 2, T_closed):
    f = expit((base.zeta - energy - lateral) / base.kT)
    explicit += weight * T * np.sum(f * (1 - f) / base.kT)
explicit *= valleys * 2 * q**2 / h * 4 * (k_max / 120)**2 / (2 * np.pi)**2 * base.area
assert abs(explicit / base.patch(mu) - 1) < 3e-3

# wave transmission against the closed result for a rectangular barrier
wide, high, en = 1e-9, 0.5, 0.3
numeric = wave_transmission(np.full(50, high), wide / 50, np.array([en]),
                            mass * m0, mass * m0, 0.0)[0]
decay = np.sqrt(2 * mass * m0 * q * (high - en)) / hbar
rectangle = 1 / (1 + high**2 * np.sinh(decay * wide)**2 / (4 * en * (high - en)))
assert abs(numeric / rectangle - 1) < 1e-8

# exact polynomial and second moment against direct products of probabilities
assert np.all(np.diff(base.table) > 0)
coef = base.failure_sum(limit)
p = tail(coef, mu, K)
lam = base.threshold_mean(limit)
largest = int(np.flatnonzero(base.table < limit)[-1])
grid = np.indices((largest + 1,) * K).reshape(K, -1)
grid = grid[:, base.table[grid].sum(axis=0) < limit]
original = poisson.pmf(grid, mu).prod(axis=0)
tilted = poisson.pmf(grid, lam).prod(axis=0)
M2 = second_moment(coef, mu, lam, K)
assert abs(original.sum() / p - 1) < 1e-9
assert abs(np.sum(original**2 / tilted) / M2 - 1) < 1e-9
weight_formula = np.exp(K * (lam - mu)) * (mu / lam)**grid.sum(axis=0)
assert abs(np.sum(tilted * weight_formula) / p - 1) < 1e-9

# plain sampling at a common threshold
common_limit = base.nominal / 2
common = tail(base.failure_sum(common_limit), mu, K)
plain, _, _ = sample(base, mu, common_limit, 400000, rng)
assert abs(plain - common) < 4 * np.sqrt(common * (1 - common) / 400000)

# optimum tilt and its stationarity condition
best = minimize_scalar(lambda y: np.log(second_moment(coef, mu, np.exp(y), K)),
                       bounds=(np.log(0.5), np.log(mu)), method="bounded",
                       options={"xatol": 1e-9})
lam_best = np.exp(best.x)
s = np.arange(len(coef))
opposite = coef * np.exp(s * np.log(mu**2 / lam_best) - K * mu**2 / lam_best)
assert abs(np.sum(s * opposite) / opposite.sum() / (K * lam_best) - 1) < 1e-4

# main tilted run, including its variance
size = 200000
estimate, spread, raw = sample(base, lam, limit, size, rng)
exact_spread = np.sqrt(M2 - p**2)
z = (estimate - p) / (exact_spread / np.sqrt(size))
assert abs(z) < 4
assert abs(spread / exact_spread - 1) < 0.05

edge0, _, _, field0 = barrier(donor_density, base.bend, 800)
print(f"donor density {donor_density*1e-6:.1e} cm^-3; barrier {barrier_height:.2f} eV; "
      f"mass {mass:.2f} m0; 300 K")
print(f"patches {K}, side {np.sqrt(base.area)*1e9:.1f} nm, box depth {box_depth*1e9:.1f} nm")
print(f"mean count per patch {mu:.3f}; in contact {K*mu:.3f}")
print(f"Fermi energy {base.zeta:.4f} eV; band bending {base.bend:.4f} eV; E00 {E00:.4f} eV")
print(f"depletion width at mean doping {edge0*1e9:.3f} nm")
for n in (0, 5, 10, 15, 20):
    print(f"patch conductance at count {n}: {base.table[n]*1e6:.4f} uS")
print(f"explicit wavevector sum at mean count: {explicit*1e6:.4f} uS")
print(f"nominal resistance {1e-3/base.nominal:.3f} kohm; "
      f"resistivity {contact_side**2*1e4/base.nominal:.3e} ohm cm2")
print(f"failure limit {factor:.0f} x nominal = {1e-3/limit:.3f} kohm")
print(f"largest patch count in a failure {grid.max()}; largest total {grid.sum(axis=0).max()}")
print(f"number of failing count vectors {grid.shape[1]}")
curvature = np.diff(base.table[:largest + 2], 2).min() / base.patch(mu)
print(f"least second difference of g(n)/g(mu), counts 0 to {largest+1}: {curvature:.3e}")
print(f"exact tail probability {p:.6e}")
print(f"tilted mean from threshold {lam:.4f}; theta {np.log(lam/mu):.4f}")
print(f"tilted estimate {estimate:.6e} +/- {spread/np.sqrt(size):.1e}; "
      f"samples {size}; z {z:.2f}")
print(f"raw failure fraction under tilt {raw:.4f}; expected plain failures {size*p:.3e}")
print(f"weight standard deviation: sampled {spread:.4e}, exact {exact_spread:.4e}")
print(f"largest failure weight / p: {weight_formula.max()/p:.3f}")
print(f"best tilted mean {lam_best:.4f}")
for value in (2.0, lam, lam_best, 10.0, mu):
    relative = second_moment(coef, mu, value, K) / p**2 - 1
    print(f"mean {value:.3f}: relative variance {relative:.4e}; "
          f"samples for 1% error {1e4*relative:.3e}")
for multiple in (2.0, 4.0, 6.0, 8.0):
    bound = base.nominal / multiple
    c = base.failure_sum(bound)
    exact = tail(c, mu, K)
    tilt = base.threshold_mean(bound)
    found, _, _ = sample(base, tilt, bound, 100000, rng)
    error = np.sqrt((second_moment(c, mu, tilt, K) - exact**2) / 100000)
    assert abs(found - exact) < 4 * error
    print(f"R > {multiple:.0f} R0: exact {exact:.5e}, tilted {found:.5e}, "
          f"z {(found-exact)/error:.2f}")

print("Changed models, each with limit 6 x its own nominal resistance:")
changes = {
    "image force": dict(image=True),
    "anisotropic masses": dict(bands=((2, 0.92, 0.19), (4, 0.19, np.sqrt(0.92 * 0.19)))),
    "400 K": dict(temperature=400.0),
    "wave transmission": dict(wave=True),
    "one averaged patch": dict(per_side=1),
}
for label, options in changes.items():
    other = Contact(**options)
    chance = tail(other.failure_sum(other.nominal / factor), other.mu, other.K)
    print(f"{label}: R0 {1e-3/other.nominal:.3f} kohm, tail {chance:.3e}")
fine = Contact(per_side=4)
fine_limit = fine.nominal / factor
fine_lam = fine.threshold_mean(fine_limit)
value, deviation, _ = sample(fine, fine_lam, fine_limit, size, rng)
print(f"16 patches, tilted sampling only: tail {value:.3e} +/- {deviation/np.sqrt(size):.1e}")
sites = round(5e28 * base.volume)
finite = binom.pmf(grid, sites, mu / sites).prod(axis=0).sum()
print(f"finite donor sites ({sites} per patch): tail {finite:.3e}")
print(f"10% fewer active donors in boxes, same limit in ohm: tail {tail(coef, 0.9*mu, K):.3e}")
screening = np.sqrt(2 * eps * base.zeta / (3 * q * donor_density))
lowering = np.sqrt(q * field0 / (4 * np.pi * eps))
print(f"peak field {field0*1e-8:.3f} MV/cm; image lowering {lowering:.3f} eV; "
      f"screening length {screening*1e9:.3f} nm")
mobility = 100e-4  # m^2/(V s), a rough value for heavily doped silicon
spreading = 1 / (q * donor_density * mobility) / (4 * contact_side / np.sqrt(np.pi))
print(f"spreading resistance at {mobility*1e4:.0f} cm2/Vs: {spreading*1e-3:.4f} kohm")
print("verified")
```

Printed output:

```
donor density 2.0e+20 cm^-3; barrier 0.60 eV; mass 0.30 m0; 300 K
patches 4, side 5.0 nm, box depth 3.0 nm
mean count per patch 15.000; in contact 60.000
Fermi energy 0.1212 eV; band bending 0.7212 eV; E00 0.1401 eV
depletion width at mean doping 2.159 nm
patch conductance at count 0: 0.1674 uS
patch conductance at count 5: 1.7394 uS
patch conductance at count 10: 8.4218 uS
patch conductance at count 15: 18.8983 uS
patch conductance at count 20: 30.8997 uS
explicit wavevector sum at mean count: 18.8982 uS
nominal resistance 13.229 kohm; resistivity 1.323e-08 ohm cm2
failure limit 6 x nominal = 79.372 kohm
largest patch count in a failure 11; largest total 26
number of failing count vectors 9589
least second difference of g(n)/g(mu), counts 0 to 13: 3.491e-03
exact tail probability 1.470333e-07
tilted mean from threshold 6.5560; theta -0.8277
tilted estimate 1.458853e-07 +/- 1.0e-09; samples 200000; z -1.12
raw failure fraction under tilt 0.3604; expected plain failures 2.941e-02
weight standard deviation: sampled 4.5372e-07, exact 4.5933e-07
largest failure weight / p: 32.331
best tilted mean 6.2698
mean 2.000: relative variance 1.5777e+06; samples for 1% error 1.578e+10
mean 6.556: relative variance 9.7594e+00; samples for 1% error 9.759e+04
mean 6.270: relative variance 9.4828e+00; samples for 1% error 9.483e+04
mean 10.000: relative variance 2.8236e+02; samples for 1% error 2.824e+06
mean 15.000: relative variance 6.8012e+06; samples for 1% error 6.801e+10
R > 2 R0: exact 5.46947e-03, tilted 5.42340e-03, z -1.51
R > 4 R0: exact 8.66563e-06, tilted 8.73090e-06, z 0.94
R > 6 R0: exact 1.47033e-07, tilted 1.45210e-07, z -1.26
R > 8 R0: exact 6.33486e-09, tilted 6.27368e-09, z -0.96
Changed models, each with limit 6 x its own nominal resistance:
image force: R0 5.622 kohm, tail 9.883e-08
anisotropic masses: R0 6.659 kohm, tail 2.953e-09
400 K: R0 11.977 kohm, tail 4.585e-08
wave transmission: R0 6.355 kohm, tail 1.737e-07
one averaged patch: R0 13.229 kohm, tail 6.405e-07
16 patches, tilted sampling only: tail 1.362e-09 +/- 2.7e-11
finite donor sites (3750 per patch): tail 1.412e-07
10% fewer active donors in boxes, same limit in ohm: tail 4.693e-06
peak field 6.679 MV/cm; image lowering 0.287 eV; screening length 0.511 nm
spreading resistance at 100 cm2/Vs: 0.1383 kohm
verified
```
